# DMFT as a local Luttinger–Ward approximation: conservation laws and thermodynamic consistency: a numerical check

```python
"""DMFT as a local Luttinger-Ward approximation: numerical tests.

Result under test: replacing Phi[G] by a sum of local functionals phi_i[G_ii]
gives DMFT, whose grand potential
    Omega = sum_i Omega_imp,i - Tr[ln G^-1 + sum_i ln G_ii]
is stationary in the bath, has first derivatives equal to the averages obtained
from G, and whose linear response conserves particle number and energy.

Model: Hubbard ring, one spin species (c) hops, the other (f) is immobile.
T temperature, U repulsion, mu chemical potential, ec/ef site energies of c/f,
m = inverse bath Green function of each impurity, w1 = f occupation,
sig = local self-energy. All energies in eV, k_B = 1.
Matsubara sums keep NW positive frequencies plus the analytic 1/omega^2 tail.
"""
from itertools import product
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.special import expit, logsumexp

L, NW, HOP = 6, 400, 1.0
EYE = np.eye(L)
hop = -HOP * (np.roll(EYE, 1, axis=0) + np.roll(EYE, -1, axis=0))
Z2 = np.sum(hop**2, axis=1)            # second moment of the hybridization
site_energy = np.array([0.0, 0.3, -0.2, 0.5, 0.1, -0.4])
P = dict(T=0.4, U=2.0, mu=0.7, ec=site_energy, ef=site_energy)


def grid(T):
    w = (2 * np.arange(NW) + 1) * np.pi * T
    tail = 1 / (4 * T**2) - 2 * np.sum(1 / w**2)   # both signs of omega
    return 1j * w, tail


def impurity_logs(m, T, U, mu, ec, ef):
    """log partition functions of every impurity for f empty and f filled"""
    iw, tail = grid(T)
    e0 = ec - mu
    hyb = iw[:, None] - e0 - m

    def level(e):
        ratio = np.abs(1 - hyb / (iw[:, None] - e))
        return np.logaddexp(0, -e / T) + 2 * np.log(ratio).sum(0) + Z2 * tail

    return level(e0), level(e0 + U) - (ef - mu) / T


def impurity_green(m, w1, U):
    return (1 - w1) / m + w1 / (m - U)


def inverse_lattice_green(sig, T, mu, ec):
    iw, _ = grid(T)
    h0 = hop + np.diag(ec - mu)
    return iw[:, None, None] * EYE - h0 - sig[:, :, None] * EYE


def grand_potential(m, T, U, mu, ec, ef):
    """Omega as a functional of an arbitrary bath m"""
    _, tail = grid(T)
    z0, z1 = impurity_logs(m, T, U, mu, ec, ef)
    g = impurity_green(m, expit(z1 - z0), U)
    inv = inverse_lattice_green(m - 1 / g, T, mu, ec)
    logs = np.linalg.slogdet(inv)[1] + np.log(np.abs(g)).sum(1)
    lattice = 2 * logs.sum() - 0.5 * Z2.sum() * tail
    return -T * np.logaddexp(z0, z1).sum() - T * lattice


def solve(T, U, mu, ec, ef, atomic_bath=False):
    """DMFT, or the Hubbard-I approximation if atomic_bath is True"""
    iw, tail = grid(T)
    e0 = ec - mu
    sig = np.full((NW, L), U / 2, dtype=complex)
    for iteration in range(1, 1001):
        G = np.linalg.inv(inverse_lattice_green(sig, T, mu, ec))
        gl = np.diagonal(G, axis1=1, axis2=2)
        m = iw[:, None] - e0 if atomic_bath else 1 / gl + sig
        z0, z1 = impurity_logs(m, T, U, mu, ec, ef)
        w1 = expit(z1 - z0)
        new = U * w1 + U**2 * w1 * (1 - w1) / (m - U * (1 - w1))
        change = np.max(np.abs(new - sig))
        sig = new
        if change < 1e-12:
            break
    assert change < 1e-12, "self-consistency not reached"
    h0 = hop + np.diag(e0)
    nc = 0.5 + 2*T*gl.real.sum(0) - T * (e0 + U*w1) * tail
    d_imp = w1 * (0.5 + 2*T*(1/(m - U)).real.sum(0) - T * (e0 + U) * tail)
    c2 = U*w1*(e0 + U*w1) + U**2*w1*(1 - w1)
    sig_g = U*w1/2 + 2*T*(sig*gl).real.sum(0) - T*c2*tail
    band = (0.5*np.trace(h0) + 2*T*np.einsum('ij,nji->', h0, G).real
            - T*np.trace(h0 @ (h0 + np.diag(U*w1)))*tail)
    return SimpleNamespace(
        G=G, gl=gl, m=m, sig=sig, w1=w1, nc=nc, d_imp=d_imp, sig_g=sig_g,
        N=np.sum(nc + w1), D=np.sum(sig_g) / U, iterations=iteration,
        K=band + np.sum(sig_g) + np.sum((ef - mu) * w1),
        omega=grand_potential(m, T, U, mu, ec, ef))


def exact(T, U, mu, ec, ef):
    """sum over all f configurations of the ring"""
    logw, nf, nc = [], [], []
    for conf in product((0, 1), repeat=L):
        f = np.array(conf)
        e, v = np.linalg.eigh(hop + np.diag(ec - mu + U * f))
        logw.append(-np.dot(f, ef - mu) / T + np.logaddexp(0, -e / T).sum())
        nf.append(f)
        nc.append(v**2 @ expit(-e / T))
    logw, nf, nc = np.array(logw), np.array(nf), np.array(nc)
    logz = logsumexp(logw)
    p = np.exp(logw - logz)
    return SimpleNamespace(omega=-T * logz, nf=p @ nf,
                           N=np.sum(p @ (nf + nc)), D=np.sum(p @ (nf * nc)))


STEP = 2e-4
unit0 = EYE[0]


def pair(solver, key, **options):
    shift = STEP * unit0 if key in ('ec', 'ef') else STEP
    return [solver(**{**P, key: P[key] + s * shift}, **options)
            for s in (1, -1)]


def slope(two, attribute):
    a, b = (getattr(x, attribute) for x in two)
    return (a - b) / (2 * STEP)


T, U, mu = P['T'], P['U'], P['mu']
iw, _ = grid(T)
base = solve(**P)
runs = {key: pair(solve, key) for key in ('mu', 'U', 'T', 'ec', 'ef')}

# impurity and lattice agree, and two routes to the double occupancy agree
match = np.max(np.abs(impurity_green(base.m, base.w1, U) - base.gl))
assert match < 1e-9
assert np.allclose(base.sig_g, U * base.d_imp, atol=1e-6)

# first derivatives of Omega against averages from the Green function
N_der = -slope(runs['mu'], 'omega')
D_der = slope(runs['U'], 'omega')
K_der = base.omega - T * slope(runs['T'], 'omega')
nc_der = slope(runs['ec'], 'omega')
nf_der = slope(runs['ef'], 'omega')
for derivative, average in ((N_der, base.N), (D_der, base.D),
                            (K_der, base.K), (nc_der, base.nc[0]),
                            (nf_der, base.w1[0])):
    assert abs(derivative - average) < 1e-5

# self-energy as derivative of the local functional, along a path of baths
path = (1 / (iw - 1)**2)[:, None]
X = 1e-4


def local_phi(m):
    z0, z1 = impurity_logs(m, **P)
    g = impurity_green(m, expit(z1 - z0), U)
    sums = (-np.log(np.abs(g)) + ((m - 1 / g) * g).real).sum(0)
    return -T * np.logaddexp(z0, z1) + 2 * T * sums, g


phi_p, g_p = local_phi(base.m + X * path)
phi_m, g_m = local_phi(base.m - X * path)
dphi = (phi_p - phi_m)[0] / (2 * X)
sig_dg = 2 * T * (base.sig * (g_p - g_m)).real.sum(0)[0] / (2 * X)
assert abs(dphi - sig_dg) < 1e-6 and abs(dphi) > 1e-4


# stationarity at the DMFT bath, and its absence at the atomic bath
def bath_slope(m):
    return (grand_potential(m + X * path, **P)
            - grand_potential(m - X * path, **P)) / (2 * X)


slope_dmft = bath_slope(base.m)
slope_atom = bath_slope(iw[:, None] - (P['ec'] - mu))
assert abs(slope_dmft) < 1e-6 and abs(slope_atom) > 1e-3

# second-order local skeleton term: the remainder must scale as U^3
remainders = []
for u in (0.04, 0.02):
    z0, z1 = impurity_logs(base.m, **{**P, 'U': u})
    w = expit(z1 - z0)
    g = impurity_green(base.m, w, u)
    rest = base.m - 1 / g - u * w - u**2 * w * (1 - w) * g
    remainders.append(abs(rest[0, 0]))
skeleton_power = np.log2(remainders[0] / remainders[1])
assert abs(skeleton_power - 3) < 0.1

# mixed derivatives of Omega: DMFT obeys the relation, Hubbard-I does not
max_l, max_r = slope(runs['U'], 'N'), -slope(runs['mu'], 'D')
h1_l = slope(pair(solve, 'U', atomic_bath=True), 'N')
h1_r = -slope(pair(solve, 'mu', atomic_bath=True), 'D')
assert abs(max_l - max_r) < 1e-5 and abs(h1_l - h1_r) > 1e-3

# linear response to a field on site 0 at the first bosonic frequency nu
nu = 2 * np.pi * T


def both_signs(a):
    return np.concatenate([a[::-1].conj(), a])


G_all, m_all, s_all = map(both_signs, (base.G, base.m, base.sig))
w_all = np.concatenate([-iw[::-1], iw])
Ga, Gb = G_all[:-1], G_all[1:]
Sa, Sb = s_all[:-1], s_all[1:]
free = 1 / (w_all[:-1] * w_all[1:])      # its full Matsubara sum is zero

# vertex from its definition: disturb the bath off-diagonally in frequency
M = np.zeros((2 * NW - 1, L, 2, 2), dtype=complex)
M[..., 0, 0], M[..., 1, 1] = m_all[:-1], m_all[1:]
M[..., 0, 1] = M[..., 1, 0] = 1e-4
wf = base.w1[:, None, None]
g2 = (1 - wf) * np.linalg.inv(M) + wf * np.linalg.inv(M - U * np.eye(2))
s2 = M - np.linalg.inv(g2)
vertex = s2[..., 0, 1] / g2[..., 0, 1]


def response(gamma):
    """density change, continuity residual and energy change per unit field"""
    A = Ga * np.swapaxes(Gb, 1, 2)
    dg = np.linalg.solve(EYE - A * gamma[:, None, :],
                         (A @ unit0)[..., None])[..., 0]
    dsig = gamma * dg
    dG = Ga @ ((unit0 + dsig)[:, :, None] * Gb)
    dn = T * (np.diagonal(dG, axis1=1, axis2=2)
              - free[:, None] * unit0).sum(0)
    flow = T * np.diagonal(hop @ dG - dG @ hop, axis1=1, axis2=2).sum(0)
    h0 = hop + np.diag(P['ec'] - mu)
    gla = np.diagonal(Ga, axis1=1, axis2=2)
    glb = np.diagonal(Gb, axis1=1, axis2=2)
    energy = (np.einsum('ij,nji->n', h0, dG)
              + 0.5 * ((Sa + Sb) * dg + dsig * (gla + glb)).sum(1)
              - free * (P['ec'][0] - mu + U * base.w1[0]))
    return dn, np.max(np.abs(1j * nu * dn + flow)), T * energy.sum()


dn_v, cont_v, en_v = response(vertex)
dn_b, cont_b, en_b = response(np.zeros_like(vertex))
assert cont_v < 1e-6 and abs(dn_v.sum()) < 1e-6 and abs(en_v) < 1e-5
assert cont_b > 1e-3 and abs(dn_b.sum()) > 1e-3 and abs(en_b) > 1e-3

# exact ring: size of the DMFT error and its onset at fourth order in U
ref = exact(**P)
errors = []
for u in (0.4, 0.2):
    q = {**P, 'U': u, 'mu': u / 2}
    errors.append(solve(**q).omega - exact(**q).omega)
error_power = np.log2(errors[0] / errors[1])
assert abs(error_power - 4) < 0.3
assert abs(base.omega - ref.omega) > 1e-5

# two-particle level: response of the conserved f occupation of site 0
chi_dmft = -slope(runs['ef'], 'w1')[0]
chi_imp = base.w1[0] * (1 - base.w1[0]) / T
chi_exact = -slope(pair(exact, 'ef'), 'nf')[0]
fluct_exact = ref.nf[0] * (1 - ref.nf[0]) / T
assert abs(chi_exact - fluct_exact) < 1e-5
assert abs(chi_dmft / chi_imp - 1) > 1e-3

hartree = physical_constants['Hartree energy in eV'][0]
print(f"sites {L}, positive Matsubara frequencies {NW}")
print(f"hopping {HOP:.2f} eV, U {U:.2f} eV, mu {mu:.2f} eV, T {T:.2f} eV")
print("site energies (eV):", np.round(site_energy, 2))
print(f"DMFT iterations: {base.iterations}")
print(f"largest impurity-lattice G mismatch: {match:.1e} 1/eV")
print("mobile occupation per site:", np.round(base.nc, 5))
print("immobile occupation per site:", np.round(base.w1, 5))
print(f"Omega DMFT: {base.omega:.6f} eV = {base.omega/hartree:.6f} hartree")
print(f"Omega exact ring: {ref.omega:.6f} eV")
print(f"Omega DMFT minus exact: {base.omega-ref.omega:.6f} eV")
print(f"N from G: {base.N:.6f}, from -dOmega/dmu: {N_der:.6f}")
print(f"N exact ring: {ref.N:.6f}")
print(f"D from Sigma G: {base.D:.6f}, from dOmega/dU: {D_der:.6f}")
print(f"D from impurity: {base.d_imp.sum():.6f}, exact ring: {ref.D:.6f}")
print(f"E-mu N from G: {base.K:.6f} eV, from Omega(T): {K_der:.6f} eV")
print(f"site 0 mobile n: {base.nc[0]:.6f}, dOmega/dec: {nc_der:.6f}")
print(f"site 0 immobile n: {base.w1[0]:.6f}, dOmega/def: {nf_der:.6f}")
print(f"dphi/dx on site 0: {dphi:.7f}, Tr Sigma dG/dx: {sig_dg:.7f}"
      " (x in eV^3, values in eV^-2)")
print(f"bath slope of Omega, DMFT bath: {slope_dmft:.1e} eV^-2")
print(f"bath slope of Omega, atomic bath: {slope_atom:.5f} eV^-2")
print(f"power of U in remainder after second order: {skeleton_power:.3f}")
print(f"DMFT dN/dU: {max_l:.6f} 1/eV, -dD/dmu: {max_r:.6f} 1/eV")
print(f"Hubbard-I dN/dU: {h1_l:.6f} 1/eV, -dD/dmu: {h1_r:.6f} 1/eV")
print(f"bosonic frequency nu: {nu:.5f} eV")
print(f"site 0 density response with vertex: {dn_v[0].real:.6f} 1/eV")
print(f"site 0 density response, bubble: {dn_b[0].real:.6f} 1/eV")
print(f"continuity residual with vertex: {cont_v:.1e}, bubble: {cont_b:.5f}"
      " (dimensionless)")
print(f"total charge response with vertex: {abs(dn_v.sum()):.1e} 1/eV")
print(f"total charge response, bubble: {dn_b.sum().real:.6f} 1/eV")
print(f"energy response with vertex: {abs(en_v):.1e}, bubble: {abs(en_b):.5f}"
      " (dimensionless)")
print(f"Omega error at U=0.4 eV: {errors[0]:.3e} eV")
print(f"Omega error at U=0.2 eV: {errors[1]:.3e} eV")
print(f"power of U in Omega error: {error_power:.3f}")
print(f"f response site 0, DMFT derivative: {chi_dmft:.6f} 1/eV")
print(f"f response site 0, impurity n(1-n)/T: {chi_imp:.6f} 1/eV")
print(f"f response site 0, exact derivative: {chi_exact:.6f} 1/eV")
print(f"f response site 0, exact n(1-n)/T: {fluct_exact:.6f} 1/eV")
print("no test failed")
```

Printed output:

```
sites 6, positive Matsubara frequencies 400
hopping 1.00 eV, U 2.00 eV, mu 0.70 eV, T 0.40 eV
site energies (eV): [ 0.   0.3 -0.2  0.5  0.1 -0.4]
DMFT iterations: 14
largest impurity-lattice G mismatch: 1.8e-14 1/eV
mobile occupation per site: [0.49543 0.47186 0.50891 0.45436 0.49446 0.5029 ]
immobile occupation per site: [0.39511 0.30625 0.45468 0.24648 0.35905 0.53344]
Omega DMFT: -7.629499 eV = -0.280379 hartree
Omega exact ring: -7.634996 eV
Omega DMFT minus exact: 0.005498 eV
N from G: 5.222934, from -dOmega/dmu: 5.222934
N exact ring: 5.229142
D from Sigma G: 0.526986, from dOmega/dU: 0.526986
D from impurity: 0.526986, exact ring: 0.520906
E-mu N from G: -5.601334 eV, from Omega(T): -5.601334 eV
site 0 mobile n: 0.495435, dOmega/dec: 0.495435
site 0 immobile n: 0.395110, dOmega/def: 0.395110
dphi/dx on site 0: 0.0022581, Tr Sigma dG/dx: 0.0022581 (x in eV^3, values in eV^-2)
bath slope of Omega, DMFT bath: -6.7e-11 eV^-2
bath slope of Omega, atomic bath: -0.15586 eV^-2
power of U in remainder after second order: 3.019
DMFT dN/dU: -0.759821 1/eV, -dD/dmu: -0.759821 1/eV
Hubbard-I dN/dU: -0.349049 1/eV, -dD/dmu: -0.278252 1/eV
bosonic frequency nu: 2.51327 eV
site 0 density response with vertex: -0.066834 1/eV
site 0 density response, bubble: -0.085939 1/eV
continuity residual with vertex: 2.3e-09, bubble: 0.06001 (dimensionless)
total charge response with vertex: 9.3e-10 1/eV
total charge response, bubble: -0.033067 1/eV
energy response with vertex: 3.9e-10, bubble: 0.00453 (dimensionless)
Omega error at U=0.4 eV: 1.464e-05 eV
Omega error at U=0.2 eV: 9.085e-07 eV
power of U in Omega error: 4.010
f response site 0, DMFT derivative: 0.603683 1/eV
f response site 0, impurity n(1-n)/T: 0.597495 1/eV
f response site 0, exact derivative: 0.598102 1/eV
f response site 0, exact n(1-n)/T: 0.598102 1/eV
no test failed
```
